Polynomial exactness of the Methfessel-Paxton delta function and its use in metals

## First half: the function and the proof

Let x be a real, dimensionless variable and let N be a non-negative integer. The Methfessel-Paxton function of order N is

D_N(x) = Σ_{n=0}^{N} A_n H_{2n}(x) e^(−x²),  A_n = (−1)ⁿ / (n! 4ⁿ √π).

The Hermite polynomials H_k are those defined by the generating function

e^(2xs − s²) = Σ_{k=0}^{∞} H_k(x) s^k / k!.

All integrals without limits run from −∞ to ∞. An energy is written E, the energy at which the delta function acts is μ, and the smearing width is σ > 0. The smeared delta function in energy is D_N((E − μ)/σ)/σ, where the factor 1/σ compensates dE = σ dx. The statement to be proved is that

∫ P(E) D_N((E − μ)/σ) dE/σ = P(μ)

for every polynomial P of degree at most 2N+1, every real μ and every σ > 0. A true delta function gives the same right-hand side for any continuous P. The smooth function D_N therefore acts as a delta function on a limited class of functions, and it does so at finite width.

The properties of H_k that are needed follow from the generating function. Write its left side as the product of e^(2xs) and e^(−s²), and expand both:

e^(2xs − s²) = Σ_{j,l} [(2x)^j s^j / j!] [(−1)^l s^(2l) / l!].

The power s^k arises from j = k − 2l. Comparing coefficients gives

H_k(x) = Σ_{l=0}^{⌊k/2⌋} (−1)^l k! (2x)^(k−2l) / [l! (k−2l)!].

Thus H_k has degree k and leading coefficient 2^k, and it contains only powers of the same parity as k. The first even members are

H_0 = 1,  H_2 = 4x² − 2,  H_4 = 16x⁴ − 48x² + 12.

At x = 0 the generating function reduces to e^(−s²) = Σ_n (−1)ⁿ s^(2n)/n!. Its coefficients give

H_{2n}(0) = (−1)ⁿ (2n)!/n!,  H_{2n+1}(0) = 0.

For orthogonality, multiply two generating functions with parameters s and r by e^(−x²) and integrate. The exponent is

−x² + 2x(s + r) − s² − r² = −(x − s − r)² + 2sr,

because the square on the right contributes −(s + r)² = −s² − r² − 2sr. Shifting the integration variable leaves the Gaussian integral √π, so

∫ e^(2xs − s²) e^(2xr − r²) e^(−x²) dx = √π e^(2sr) = √π Σ_k 2^k s^k r^k / k!.

The left side is also the double series Σ_{j,k} s^j r^k/(j! k!) ∫ H_j H_k e^(−x²) dx. Exchanging sum and integral is allowed: the absolute values of the terms of each generating series sum to at most e^(2|x||s| + |s|²), and the Gaussian makes the product of two such bounds integrable. Equal powers of s and r must have equal coefficients, hence

∫ H_j(x) H_k(x) e^(−x²) dx = 2^k k! √π δ_jk.

The coefficients A_n can now be derived. Suppose that a function of the form Σ_{n=0}^{N} A_n H_{2n}(x) e^(−x²) is to give the same result as δ(x) when it is integrated against each of H_0, H_2, …, H_{2N}. Orthogonality leaves one term in each integral, so the requirement is

A_n 2^(2n) (2n)! √π = H_{2n}(0) = (−1)ⁿ (2n)!/n!.

Division by 4ⁿ (2n)! √π gives A_n = (−1)ⁿ/(n! 4ⁿ √π), as stated. Odd polynomials need no terms of their own, since δ(x) is even. Nothing has been assumed about the convergence of the series at a given x as N grows.

The proof for a general polynomial takes one change of variable and one expansion. Put E = μ + σx and F(x) = P(μ + σx). Then F is a polynomial in x of the same degree as P, and

∫ P(E) D_N((E − μ)/σ) dE/σ = ∫ F(x) D_N(x) dx.

Since H_k has degree exactly k, the polynomials H_0, …, H_{2N+1} form a basis for the polynomials of degree at most 2N+1. Therefore F = Σ_{k=0}^{2N+1} c_k H_k with unique numbers c_k. For even k = 2n the index n does not exceed N, and the choice of A_n gives

∫ H_{2n}(x) D_N(x) dx = H_{2n}(0).

For odd k the integrand is odd and the integral is zero, which is also the value of H_k(0). Every term thus contributes c_k H_k(0), and

∫ F(x) D_N(x) dx = Σ_k c_k H_k(0) = F(0) = P(μ).

This is the claimed result. The highest Hermite polynomial in D_N has degree 2N; the additional degree 2N+1 is gained from parity.

The limit on the degree is sharp. Let P have degree 2N+2 and leading coefficient p. The expansion of F acquires the term c_{2N+2} H_{2N+2}. This polynomial is orthogonal to every one contained in D_N, so its integral is zero, whereas a delta function would return c_{2N+2} H_{2N+2}(0). All other terms are still correct. The difference is therefore

∫ P(E) D_N((E − μ)/σ) dE/σ − P(μ) = −c_{2N+2} H_{2N+2}(0).

The leading coefficient of F is p σ^(2N+2), and that of H_{2N+2} is 2^(2N+2) = 4^(N+1), so c_{2N+2} = p σ^(2N+2)/4^(N+1). With H_{2N+2}(0) = (−1)^(N+1) (2N+2)!/(N+1)! the two signs combine to (−1)^N, and

∫ P(E) D_N((E − μ)/σ) dE/σ − P(μ) = (−1)^N p σ^(2N+2) (2N+2)! / [4^(N+1) (N+1)!].

This is never zero for p ≠ 0. A plain Gaussian, N = 0, integrates constants and straight lines correctly and turns E² into μ² + σ²/2.

Two explicit cases show how the cancellation works. Since A_1 H_2 = −(4x² − 2)/(4√π) = (1/2 − x²)/√π, the first-order function is

D_1(x) = (1/√π) (3/2 − x²) e^(−x²).

For the second order, A_2 = 1/(32√π) and H_4/32 = x⁴/2 − 3x²/2 + 3/8, so that

D_2(x) = (1/√π) (15/8 − 5x²/2 + x⁴/2) e^(−x²).

The moments of the Gaussian itself come from ∫ e^(2xs − x²) dx = √π e^(s²). Comparing coefficients of s^(2m) gives 4^m/(2m)! times the moment on the left and √π/m! on the right:

∫ x^(2m) e^(−x²) dx = √π (2m)! / (4^m m!).

The values for m = 0, 1, 2 are √π, √π/2 and 3√π/4, and for m = 3 the value is 15√π/8. For D_1 the zeroth moment is 3/2 − 1/2 = 1. The second is (3/2)(1/2) − 3/4 = 0, as for a delta function. The fourth is (3/2)(3/4) − 15/8 = −3/4, which is the first failure. The general formula with N = 1 and p = σ = 1 gives −24/(16·2) = −3/4 as well.

The result was also tested by direct quadrature. For each order from N = 0 to 4, a polynomial of degree 2N+1 with random coefficients between −1 and 1 was integrated with centre μ = 0.7 and width σ = 0.6. The largest difference from P(μ) was 3.0 × 10⁻¹⁴, which is at the level of rounding.

Within its class the function is unique. Suppose that Q_1(x)e^(−x²) and Q_2(x)e^(−x²), with polynomials Q_1 and Q_2 of degree at most 2N+1, both have the required moments for all powers up to 2N+1. Their difference R = Q_1 − Q_2 then satisfies

∫ x^p R(x) e^(−x²) dx = 0,  p = 0, 1, …, 2N+1.

Multiply each of these equations by the coefficient of x^p in R and add them. The result is ∫ R(x)² e^(−x²) dx = 0. The integrand is continuous and nowhere negative, so R = 0. Hermite polynomials are thus a convenient way to write the solution, but the moment conditions alone determine it once the Gaussian factor and the maximum degree are fixed.

Exactness for quadratic functions has a price. For N ≥ 1, applying the result to x² gives ∫ x² D_N(x) dx = 0. A continuous function that is nowhere negative and not identically zero would give a positive integral, so D_N must take negative values. For N = 1 this happens where |x| > √(3/2). Differentiation gives

D_1′(x) = (1/√π) x (2x² − 5) e^(−x²),

so the minima lie at x² = 5/2, with the value −e^(−5/2)/√π = −0.0463. For N = 2 the minimum is −0.0963. A plain Gaussian has no negative part.

The Fourier transform gives all the moments at once and will also govern the cost of a k-point sum. Multiply the generating function by e^(−x²) e^(iqx) and integrate. With 2xs − s² − x² = −(x − s)² and the shift x = u + s,

∫ e^(2xs − s²) e^(−x²) e^(iqx) dx = e^(iqs) ∫ e^(−u² + iqu) du = √π e^(−q²/4) e^(iqs).

The last integral follows from completing the square, −u² + iqu = −(u − iq/2)² − q²/4, and moving the path back to the real axis, which is allowed because the integrand is analytic and decays at both ends. The coefficient of s^k/k! is

∫ H_k(x) e^(−x²) e^(iqx) dx = √π (iq)^k e^(−q²/4).

For k = 2n the factor i^(2n) = (−1)ⁿ cancels the sign in A_n. With y = q²/4 the transform of D_N is therefore

h_N(y) = ∫ D_N(x) cos(qx) dx = e^(−y) Σ_{n=0}^{N} yⁿ/n!.

The sine part vanishes because D_N is even. A delta function has the transform 1 for all q. To see how h_N departs from 1, differentiate it. The derivative of the sum is the same sum without its last term, so

h_N′(y) = −e^(−y) y^N / N!,  h_N(y) = 1 − ∫_0^y e^(−u) u^N/N! du.

Hence h_N falls steadily from 1 to 0. Its first N derivatives at y = 0 vanish, and the flat part near the origin is the Fourier form of polynomial exactness. At fixed y > 0, h_N grows with N, since each new term in the sum is positive. For large N the integrand e^(−u)u^N/N! is concentrated around u = N, so h_N drops near y ≈ N, or q ≈ 2√N. Raising N at fixed σ thus lets the function resolve finer structure in energy; in this sense it becomes narrower even though σ has not changed.

Expanding the exponential under the integral gives

h_N(y) = 1 − Σ_{j=0}^{∞} (−1)^j y^(N+j+1) / [j! N! (N+j+1)].

Set m = N + j + 1. The denominator is then m (m−1−N)! N!, and

1/[m (m−1−N)! N!] = C(m−1, N)/m!,

where C denotes a binomial coefficient. The minus sign in front combines with (−1)^j = (−1)^(m−N−1) to give

h_N(y) = 1 + Σ_{m=N+1}^{∞} (−1)^(m−N) C(m−1, N) y^m / m!.

On the other hand, expanding cos(qx) in the definition of h_N and using q^(2m) = 4^m y^m gives the coefficient (−1)^m 4^m/(2m)! times the moment of order 2m. Equating the coefficients of y^m yields

∫ x^(2m) D_N(x) dx = (−1)^N C(m−1, N) (2m)! / (4^m m!),  m ≥ 1.

The binomial coefficient vanishes for 1 ≤ m ≤ N. At m = N+1 it equals 1, and the earlier expression for the first failure is recovered. For N = 2 the first non-zero value is that of x⁶, namely 720/(64·6) = 1.875.

## Second half: smeared densities of states

The symbols carried over are these. D_N is the Methfessel-Paxton function of order N, σ its width in energy and μ the energy at which it is centred. It is even and has unit integral. Its Fourier transform is h_N(y) = e^(−y) Σ_{n≤N} yⁿ/n! with y = q²/4, and its even moments for m ≥ 1 are

∫ x^(2m) D_N(x) dx = (−1)^N C(m−1, N) (2m)! / (4^m m!),

which vanish for m ≤ N. Its integral against any polynomial of degree at most 2N+1 is the value of that polynomial at the centre.

In a metal the density of states g(E), taken here per primitive cell and per spin, is an average of δ(E − E(k)) over the Brillouin zone. On a finite mesh the delta functions are replaced by smooth ones. In the limit of a dense mesh the sum gives

g_N(μ) = ∫ g(E) D_N((μ − E)/σ) dE/σ = ∫ g(μ + σx) D_N(x) dx.

Band densities are not polynomials, so the exactness result applies to them through their Taylor expansion. Assume that g is smooth for |E − μ| < d. Inserting the expansion and the moments gives

g_N(μ) − g(μ) ≈ (−1)^N Σ_{m>N} C(m−1, N) σ^(2m) g^(2m)(μ) / (4^m m!),

where g^(2m) is the derivative of order 2m. Odd derivatives drop out by parity. The factor (2m)! in the moment has cancelled that of the Taylor series. The leading errors for the three lowest orders are

N = 0: +σ² g″/4,  N = 1: −σ⁴ g″″/32,  N = 2: +σ⁶ g^(6)/384.

The series is asymptotic, to be cut after a few terms for small σ. The region |E − μ| > d, where the expansion may be invalid, contributes an amount controlled by e^(−(d/σ)²) times powers of d/σ. The improvement by a further factor of order σ² with each step in N therefore requires both small σ and a distance of several σ to the nearest singularity of g. Where these conditions fail, a higher order may reduce the error by less, or even increase it.

The occupation of a state follows by integrating D_N. The generating function times e^(−x²) is e^(−(x−s)²), for which a derivative with respect to x equals minus a derivative with respect to s. Comparing powers of s gives d/dx [H_k e^(−x²)] = −H_{k+1} e^(−x²). With x = (E − μ)/σ the occupation is

f_N(x) = ∫_x^∞ D_N(u) du = ½ erfc(x) + Σ_{n=1}^{N} A_n H_{2n−1}(x) e^(−x²).

If θ is the sharp step that is 1 below μ and 0 above, then ∫ P(E)(f_N − θ) dE = 0 for every polynomial P of degree at most 2N. To see this, let R be an antiderivative of P and integrate by parts. The boundary terms vanish, and what remains is ∫ R(E) D_N((E − μ)/σ) dE/σ − R(μ), which is zero because R has degree at most 2N+1.

For N = 1, f_1 = ½ erfc(x) − x e^(−x²)/(2√π). Since u/x ≥ 1 for u ≥ x > 0, ½ erfc(x) is smaller than e^(−x²)/(2x√π), and f_1 is negative for all x ≥ 1. Such occupations are not probabilities, and σ is not a temperature. They are weights chosen to make an integral accurate. The smeared density can itself be negative. For N = 1 this happens on any mesh when μ lies more than √(3/2) σ outside the band, because every state then contributes a negative amount. On a coarse mesh it can also happen inside the band, in which case the electron number decreases locally with μ and the equation for the Fermi level may have more than one solution.

As an example take one orbital per site on a simple cubic lattice, with k measured in inverse lattice constants:

E(k) = −2t (cos k_x + cos k_y + cos k_z),  t = 0.50 eV.

The band runs from −6t to 6t and is 6.0 eV wide. Its gradient vanishes where each component of k is 0 or π, that is, at the energies ±2t and ±6t. The Fermi level is placed at μ = 1.80 eV, where the band is 92 % full. The nearest singularity is at 1.00 eV, so d = 0.80 eV.

An independent reference is available for this model. For two dimensions put a = (k_x + k_y)/2 and b = (k_x − k_y)/2, so that −2t(cos k_x + cos k_y) = −4t cos a cos b. A uniform average over k_x and k_y is a uniform average over a and b. At fixed a, with B = 4t cos a, the delta function δ(ε + B cos b) has two roots per period, each with slope √(B² − ε²). The average over b is 1/[π√(B² − ε²)] for |ε| < |B|. The average over a consists of four equal parts:

g_2(ε) = (2/π²) ∫_0^{a₀} da / √(16t² cos² a − ε²),  cos a₀ = |ε|/4t.

Substitute sin a = κ sin φ with κ² = 1 − ε²/(16t²). The root becomes 4tκ cos φ, and da = κ cos φ dφ/√(1 − κ² sin² φ). Hence

g_2(ε) = [1/(2π²t)] ∫_0^{π/2} dφ / √(1 − κ² sin² φ),  |ε| < 4t,

and g_2 = 0 outside this range. The third direction adds −2t cos k_z to the energy, so

g(E) = (1/π) ∫_0^π g_2(E + 2t cos k_z) dk_z.

This gives g(μ) = 0.114666 per eV. The derivatives of the reference at μ are g″ = 0.07157 eV⁻³ and g″″ = 0.4391 eV⁻⁵. For σ = 0.1 eV the leading errors predicted for the two lowest orders are

N = 0: 0.01 × 0.07157/4 = 1.789 × 10⁻⁴ per eV,
N = 1: −0.0001 × 0.4391/32 = −1.372 × 10⁻⁶ per eV.

The k-point sums give 1.803 × 10⁻⁴ and −1.432 × 10⁻⁶ per eV. With the second term of the series included, the predictions become 1.803 × 10⁻⁴ and −1.429 × 10⁻⁶. For N = 2 the sum gives 3.15 × 10⁻⁸ and two terms give 3.12 × 10⁻⁸ per eV. These sums use 160³ points. Going from 128³ to 160³ points shifts them by at most 1.4 × 10⁻¹⁷ per eV, so the differences from the reference are smearing errors.

Relative to g(μ), the errors for N = 0, 1, 2 are as follows.

σ = 0.1 eV: 1.57 × 10⁻³, −1.25 × 10⁻⁵, 2.75 × 10⁻⁷
σ = 0.2 eV: 6.45 × 10⁻³, −2.32 × 10⁻⁴, 2.75 × 10⁻⁵
σ = 0.4 eV: 2.98 × 10⁻², −5.82 × 10⁻³, −1.97 × 10⁻³

At the two smaller widths the signs alternate with N as the leading terms require. At σ = 0.4 eV the error for N = 2 has the wrong sign for its leading term, and the gain over N = 1 is only a factor of about three. The singularity is then two widths away, and e^(−(d/σ)²) = e^(−4) ≈ 0.02 is no longer negligible. The leading term of the expansion cannot be relied on at this width.

The cost of a higher order appears when the mesh is coarse. Let n be the number of points per axis and expand the smeared delta function as Σ_R F_R e^(iR·k), with R running over vectors of integers. A mesh average of e^(iR·k) vanishes unless every component of R is a multiple of n. The mesh error is therefore the sum of the harmonics F_R with R = nR′, R′ ≠ 0, each with a phase set by the offset of the mesh. The inverse Fourier transform gives

D_N((μ − E(k))/σ)/σ = ∫ (ds/2π) h_N(σ²s²/4) e^(is(μ − E(k))).

The harmonic R requires the zone average of e^(−isE(k) − iR·k). Its phase is stationary where s∇E = −R. For R = (n, 0, 0) the largest slope along the axis is 2t, so a stationary point exists only for |s| ≥ n/(2t). Below that value the average is small because of rapid oscillation. The harmonic is thus reduced by roughly

h_N(y),  y = [nσ/(4t)]².

This is an estimate, not a bound. Since h_N increases with N at fixed y, higher orders suppress the mesh error less when σ and n are held fixed. For n = 20 and σ = 0.2 eV, y = (20 × 0.2/2)² = 4, and the factors for N = 0, 1, 2 stand in the ratio 1 : 5 : 13. Over 20 random mesh offsets, the root-mean-square errors relative to the converged values at the same σ and N are

12³ points: 1.3 × 10⁻², 3.9 × 10⁻², 6.8 × 10⁻²
20³ points: 5.3 × 10⁻⁴, 2.8 × 10⁻³, 7.8 × 10⁻³
28³ points: 2.1 × 10⁻⁵, 1.5 × 10⁻⁴, 5.4 × 10⁻⁴

for N = 0, 1, 2 in each row. With only 20 offsets these values scatter by about 25 % from one sample to another. The average over all offsets, the root of the sum of |F_R|² over the contributing harmonics, gives 1.7 × 10⁻², 5.0 × 10⁻², 8.4 × 10⁻² for 12³ points and 5.8 × 10⁻⁴, 3.2 × 10⁻³, 9.8 × 10⁻³ for 20³ points. The middle row has the ratio 1 : 5.2 : 15, or 1 : 5.6 : 17 over all offsets, near the estimate for N = 1 and somewhat above it for N = 2. At 28³ points the estimate gives 1 : 8.8 : 40, while the computed ratio is 1 : 7 : 25, so only the trend and the rough size of the ratios should be taken from it.

The comparison at fixed σ does not settle which order to use, because a higher order permits a larger σ. In this example N = 1 with σ = 0.2 eV has a smaller smearing error than N = 0 with σ = 0.1 eV. For 28 points per axis the estimated damping factors are (1 + 7.84) e^(−7.84) ≈ 0.003 and e^(−1.96) ≈ 0.14, so the wider first-order function is also favoured by the mesh. The comparison of smearing errors depends on the Fermi level. Van Hove points must be well away, and g″(μ) must not be close to zero. Near 2.42 eV, where g″ changes sign, the leading error of N = 0 vanishes, and the plain Gaussian with σ = 0.1 eV has the smaller smearing error. In a calculation both σ and the mesh should be varied, since a stable value under one of them alone does not control the other error.

A Fermi level on a van Hove point shows what happens when smoothness is lost. At E = 2t two components of k equal π and one is 0, which can be arranged in three ways. With small displacements p_i from such a point,

E = 2t + t p_1² − t (p_2² + p_3²).

Let δ = E − 2t and ρ² = p_2² + p_3². The integral over the plane contributes π d(ρ²), and the delta function fixes ρ² = p_1² − δ/t with the weight 1/t. What remains is 1/(8π²t) times the allowed length of p_1. For δ > 0 the condition ρ² ≥ 0 removes the length 2√(δ/t), while for δ < 0 nothing is removed. The three points together add to a smooth background the term

−c √δ for δ > 0,  c = 3/(4π² t^(3/2)) = 0.215 eV^(−3/2).

Smearing it with N = 1 gives −c√σ ∫_0^∞ √x D_1(x) dx. With ∫_0^∞ √x e^(−x²) dx = Γ(3/4)/2 and ∫_0^∞ x^(5/2) e^(−x²) dx = (3/4)Γ(3/4)/2, the integral is 3Γ(3/4)/(8√π) = 0.259. The leading error is then −0.0557 √σ, with σ in eV, or −0.0125 per eV at σ = 0.05 eV and −0.0249 per eV at 0.20 eV. The computed errors are −0.01245 and −0.02481 per eV, which are 4.3 % and 8.6 % of the density 0.2894 per eV at that energy. A fourfold width doubles the error, whereas the smooth law for N = 1 would multiply it by 256.

The width of the model band is roughly that of the d band of palladium, whose Fermi level also lies near the top of a nearly full d band. The resemblance goes no further. Counting both spins, the model has 0.23 states per eV and cell, while palladium has roughly 2 per eV and atom. The metal has five d orbitals and a face-centred cubic lattice. For one orbital on that lattice, with the same width and filling, the density smeared with N = 1 and σ = 0.1 eV is about 0.6 per eV and spin, roughly five times the cubic value. The figure is rough: at such a density the 8 % of empty states span only about 0.1 eV, so the Fermi level lies about one smearing width from the singular top of the band. The reason for the high density can be read from the band,

E = −4t′ (c_x c_y + c_y c_z + c_z c_x),  t′ = 6.0/16 eV,

where each c is the cosine of half a component of k. The bracket is linear in each cosine, so its extremes, 3 and −1, occur at corners of the cube of cosines. For c_x = 1 and c_y = −1 it equals −1 for every c_z: the band is flat along whole lines at its top, which places many states there. This is a feature of the one-orbital nearest-neighbour model. Five such orbitals would give 5 to 6 states per eV and atom for both spins, well above the figure for palladium, so the model shows that the lattice matters but does not account for the density of the d bands.

Other omissions are smaller but still exceed the smearing error of N = 1 at σ = 0.1 eV. Adding a second band 18 eV wide raises the total density at the Fermi level from 0.115 to 0.210 per eV and spin. Mixing the two by 0.5 eV at fixed total filling lowers this to 0.205. Moving the energy by −0.1 or +0.1 eV, a rough size for spin-orbit shifts, changes g by +8.7 % or −8.1 %. Thermal averaging at 300 K changes it by 0.07 %, less than the 0.16 % error of a plain Gaussian with σ = 0.1 eV, though more than that of N = 1. High polynomial order thus usually reduces the smearing error of a given band structure where its density of states is smooth on the scale of σ; the mesh error and the errors of the band structure itself remain. The full set of values is in the numerical output.

Table of computed values

```
Largest error, random polynomials of degree 2N+1, N=0..4: 3.0e-14
N=0: moments of x^2, x^4, x^6 = 0.5000, 0.7500, 1.8750; minimum of D_N = 0.0000
N=1: moments of x^2, x^4, x^6 = 0.0000, -0.7500, -3.7500; minimum of D_N = -0.0463
N=2: moments of x^2, x^4, x^6 = -0.0000, -0.0000, 1.8750; minimum of D_N = -0.0963
Hopping t = 0.50 eV, band width = 6.00 eV, Fermi level = 1.80 eV
Van Hove energies near it: 1.00 eV and 3.00 eV
Band filling = 0.922
Reference g(mu) = 0.11466569 per eV
g'' = 0.07157 per eV^3, g'''' = 0.4391 per eV^5
sigma=0.1 eV, N=0: g = 0.11484603 per eV, relative error = 1.57e-03
sigma=0.1 eV, N=1: g = 0.11466426 per eV, relative error = -1.25e-05
sigma=0.1 eV, N=2: g = 0.11466572 per eV, relative error = 2.75e-07
sigma=0.2 eV, N=0: g = 0.11540553 per eV, relative error = 6.45e-03
sigma=0.2 eV, N=1: g = 0.11463905 per eV, relative error = -2.32e-04
sigma=0.2 eV, N=2: g = 0.11466885 per eV, relative error = 2.75e-05
sigma=0.4 eV, N=0: g = 0.11808732 per eV, relative error = 2.98e-02
sigma=0.4 eV, N=1: g = 0.11399817 per eV, relative error = -5.82e-03
sigma=0.4 eV, N=2: g = 0.11444037 per eV, relative error = -1.97e-03
sigma=0.1 eV, N=0: error 1.803e-04, leading term 1.789e-04, two terms 1.803e-04 per eV
sigma=0.1 eV, N=1: error -1.432e-06, leading term -1.372e-06, two terms -1.429e-06 per eV
sigma=0.1 eV, N=2: error 3.148e-08, leading term 2.818e-08, two terms 3.115e-08 per eV
Mesh 128^3 to 160^3, sigma=0.1 eV: largest shift = 1.4e-17 per eV
Mesh 12^3, sigma=0.2 eV: rms mesh error N=0,1,2 = 1.31e-02, 3.93e-02, 6.81e-02
Mesh 20^3, sigma=0.2 eV: rms mesh error N=0,1,2 = 5.32e-04, 2.76e-03, 7.80e-03
Mesh 28^3, sigma=0.2 eV: rms mesh error N=0,1,2 = 2.13e-05, 1.49e-04, 5.39e-04
At 1.0 eV: g = 0.28940 per eV; N=1 errors at sigma=0.05, 0.20 eV: -0.01245, -0.02481 per eV
Ratio of these errors = 1.993 (square-root law: 2.0)
fcc band, same width and filling: smeared g (N=1, 0.1 eV) = 0.575 per eV
Added band of width 18 eV: total g = 0.210 per eV; with 0.5 eV mixing 0.205 per eV
Level shift of -0.1 / +0.1 eV changes g by 8.7 % / -8.1 %
300 K: kT = 0.02585 eV, thermal average changes g by 0.069 %
```
